Extrapolating Charged-Defect Energies from Three or Four Noisy Supercells

**1. The decision**

Before computing a charged defect in a series of supercells, one must choose the sizes and decide whether the 1/L coefficient will be fitted or taken from the dielectric constant. With cubic cells of 2, 3 and 4 lattice constants and a random error of 10 meV per energy, a free fit has an intercept uncertainty of 88 meV. With the 1/L coefficient known, it is 9 meV. Both numbers can be found before any energy is computed.

Let E_i be the formation energy in a cubic cell of edge L_i, with the same charge state, reservoirs and potential reference throughout, and let x_i = 1/L_i. The model is

E_i = E_inf + a x_i + b x_i³ + c x_i⁵ + η_i.

The fit contains E_inf, a and b. The term in c represents what it omits, and η_i is numerical noise, taken as independent with zero mean and standard deviation s.

**2. Where the powers come from**

Consider a localized charge density ρ, in units of e, with total charge q, no dipole and cubic symmetry, in a uniform medium of dielectric constant ε. A uniform background neutralizes each cell and the average potential is zero. Let k = e²/(4πε₀).

For a unit point charge, let φ(r) be the periodic potential minus the charge's own 1/r, without the factor k/ε. Near the charge its only source is the background density −1/L³, so ∇²φ = 4π/L³. Since ∇²r² = 6, a particular solution is 2πr²/(3L³). The rest is harmonic and cubic-symmetric, so it starts with a constant and a fourth-degree polynomial:

φ(r) = −α/L + 2πr²/(3L³) + C₄K(r)/L⁵ + …,
K(r) = x⁴ + y⁴ + z⁴ − 3r⁴/5.

Here x, y, z are Cartesian components. The powers of L follow because φ is 1/L times a function of r/L. The constant defines the Madelung constant α.

To find C₄, take the fourth-order part of 1/|R−r|, which is r⁴P₄(cos θ)/R⁵. Averaged over cubic rotations, P₄ must be proportional to K(r̂)K(R̂). With both directions along z the average is (2·1 + 4·3/8)/6 = 7/12, while K = 2/5 for each, so the factor is (7/12)/(4/25) = 175/48. Thus C₄ = (175/48) Σ K(R)/R⁹ over nonzero lattice vectors with L = 1.

The size-dependent energy is

E(L) − E_inf = (k/2ε) ∬ ρ(r)ρ(r′)φ(r−r′) d³r d³r′.

The constant in φ gives −αq²/L. For the quadratic term, |r−r′|² = r² + r′² − 2r·r′; the last part vanishes without a dipole, leaving 2qQ with Q = ∫ρr². For the quartic term, the parts of degree (4,0) and (0,4) in (r,r′) give 2qM₄ with M₄ = ∫ρK. Parts of degree (3,1) and (1,3) contain the dipole. The (2,2) part contains the second moments ∫ρr_i r_j = Qδ_ij/3, which contract the derivatives of K to ∇²K = 0. Hence

a = −kq²α/(2ε), b = 2πkqQ/(3ε), c = kqC₄M₄/ε.

In an atomistic calculation b should be fitted. For example, a short-range defect potential averaged over the cell scales as 1/L³, and multiplied by q it adds to b. The value of a assumes that the potential is referred to its cell average. An alignment term qΔV read at a point far from the defect also contains the long-range potential of the charge and its background, which scales as 1/L. At the cell corner that potential is −0.80kq/(εL), so the term would change the 1/L coefficient by 0.80kq²/ε, more than half of |a|; this long-range part must be removed before a is fixed. The expansion itself fails if the charge spreads as the cell grows, if the cell shape changes, or if neighbouring defect states overlap.

**3. Three sizes: weights and bias**

The fitted intercept is linear in the data, E_fit = Σ w_i E_i. A fit must reproduce data that obey its own model, so

Σ w_i = 1, Σ w_i x_i = 0, Σ w_i x_i³ = 0.

The first condition means that an error common to all cells passes unchanged into E_inf.

With three sizes the curve passes through all the points. The weight w₁ is the intercept obtained from the data (1, 0, 0). That curve is a cubic with zeros at x₂ and x₃. It has no x² term, so its three roots sum to zero and the third is −(x₂+x₃):

p(x) = C(x−x₂)(x−x₃)(x+x₂+x₃).

Requiring p(x₁) = 1 fixes C, and w₁ = p(0) gives

w₁ = x₂x₃(x₂+x₃) / [(x₁−x₂)(x₁−x₃)(x₁+x₂+x₃)].

The others follow by permuting indices. For sizes in the ratio 2:3:4, x is proportional to 1/2, 1/3, 1/4, and

w₁ = (1/12)(7/12) / [(1/6)(1/4)(13/12)] = 14/13 = 1.077.

The other two are −6.231 and 6.154: the answer is a small difference of large multiples of the energies.

The bias from c is c times the intercept of the curve p that interpolates x⁵. The difference x⁵ − p(x) vanishes at the three points and has no x⁴ or x² term. Write it as

(x³ − e₁x² + e₂x − e₃)(x² + ux + v),

where e₁ = x₁+x₂+x₃, e₂ = x₁x₂+x₁x₃+x₂x₃ and e₃ = x₁x₂x₃. The x⁴ coefficient gives u = e₁. The x² coefficient, −e₁v + e₂u − e₃ = 0, gives v = (e₁e₂−e₃)/e₁. At x = 0 the difference is −p(0) = −e₃v, and e₁e₂−e₃ = (x₁+x₂)(x₁+x₃)(x₂+x₃), so

bias = c x₁x₂x₃(x₁+x₂)(x₁+x₃)(x₂+x₃)/(x₁+x₂+x₃).

**4. Noise and conditioning**

Independent errors give the intercept a standard deviation s‖w‖₂, where ‖w‖₂ = (Σw_i²)^½. If it is known only that |η_i| ≤ δ, the error is at most δΣ|w_i|, reached when each error has the sign of its weight. For 2:3:4 these factors are 8.82 and 13.46.

For any number of sizes, let **1** be the vector of ones and r its residual after least-squares fitting by the vectors x and x³. The residual of the energy fit is orthogonal to **1**, x and x³, hence to r. Therefore r·E equals r times the fitted values. Since r is orthogonal to x and x³, and r·**1** = ‖r‖²,

r·E = E_fit‖r‖², w = r/‖r‖², ‖w‖₂ = 1/‖r‖.

Noise is amplified when a constant is nearly indistinguishable from a combination of 1/L and 1/L³ over the sampled range. Multiplying all lengths by one factor leaves the span of x and x³ unchanged, so w depends only on size ratios.

The condition number of the matrix X with columns **1**, x, x³ behaves differently. For cells of 8, 12 and 16 Å it is 9.2×10³ with lengths in Å, 6.2×10⁴ in bohr, and 54 with lengths divided by the smallest edge. The intercept error is the same in all three cases. For three sizes, where the system is square, the condition number bounds the sensitivity of the solution as a whole to rounding, in the chosen scaling; with more sizes and a large residual the sensitivity can exceed it. In neither case does it give the physical uncertainty of E_inf. Scaling the lengths and solving by QR or singular values is good practice, because forming XᵀX squares the condition number, but it does not reduce the 8.82.

Larger cells do not cure the noise if their spacing stays fixed. For sizes m−1, m, m+1 in lattice constants and large m, each x is near 1/m and neighbours differ by about 1/m². The outer weights become

(2/m³)/[(1/m²)(2/m²)(3/m)] = m²/3,

and the middle one −2m²/3, so ‖w‖₂ → (√6/3)m². In the same limit the bias tends to 8c/(3L⁵), with L the middle edge: bias falls while noise grows.

**5. What a fourth size adds**

The quantity ‖r‖² is the minimum over β and γ of Σ(1 − βx_i − γx_i³)². A new size adds a non-negative term, so the minimum cannot fall and, for equal noise, the intercept variance cannot rise.

Bias follows another rule. Let X_E be X with its first column replaced by E. Cramer's rule for the normal equations gives E_fit = det(XᵀX_E)/det(XᵀX). By the Cauchy–Binet formula each determinant is a sum over three-size subsets S of products of 3×3 determinants. With D_S = det X_S, Cramer's rule within a subset gives det X_E,S = D_S E_S, where E_S is that subset's intercept. Thus

E_fit = Σ_S D_S²E_S / Σ_S D_S².

A four-size fit is a weighted average of four three-size extrapolations, and its bias is the same average of their biases. A small added cell can therefore raise the bias.

The following values use s = 10 meV and the c of the example in Section 8. Sizes are in lattice constants of 4 Å.

Sizes: noise; bias from c
2, 3, 4: 88.2 meV; 3.9 meV
3, 4, 5: 145.6 meV; 0.8 meV
2, 3, 5: 45.9 meV; 2.8 meV
2, 4, 6: 47.0 meV; 1.3 meV
2, 3, 4, 5: 45.9 meV; 2.8 meV
3, 4, 5, 6: 72.4 meV; 0.6 meV

Adding size 4 to the set 2, 3, 5 hardly changes the noise. Its weight in the four-size fit is only 0.14, because 1 − βx − γx³ is nearly zero there. What it provides is a residual.

**6. The single residual**

Three sizes leave no residual, so a perfect fit says nothing about accuracy. With four, the residual lies along one unit vector u orthogonal to **1**, x and x³, and its length is |u·E|. This is the estimate of s, with one degree of freedom.

For Gaussian noise and negligible truncation error, u·η is independent of w·η, since w lies in the span of the columns and is orthogonal to u. The ratio (E_fit − E_inf)/(‖w‖₂ u·E) is then a quotient of two independent standard normal variables. Their direction in the plane is uniformly distributed, so

P(|ratio| < t) = (2/π) arctan t.

A 95% interval needs t = tan(0.475π) = 12.7. The factor 1.96, correct for known s, would cover 70%. Simulation gave 94.9% and 69.9%. A useful error bar therefore needs an estimate of s from elsewhere, such as repeated calculations with tighter k-point meshes, basis sets and relaxation thresholds. Such errors may be correlated between cells, and then s‖w‖₂ does not apply.

**7. Using knowledge of a**

If a is set to a₀, one fits E − a₀x by **1** and x³. Let w′ be the intercept weights of this two-parameter fit and g = w′·x. Its intercept is w′·E − g a₀.

The free fit also minimizes over a, so its intercept is w′·E − g â, with â the fitted coefficient. Write â = v·E. Since â must vanish for data proportional to **1** or x³, v is orthogonal to both, whereas w′ lies in their span. Hence w′·E and â are uncorrelated, and with σ_a the standard deviation of â,

free fit: variance = s²‖w′‖² + g²σ_a²,
fixed a: mean-square error = s²‖w′‖² + g²(a₀−a)².

Apart from truncation bias, fixing a is better exactly when |a₀−a| < σ_a.

An uncertain a₀ ± τ can be used as an extra data point by minimizing

‖E − Xβ‖²/s² + (a−a₀)²/τ²,

where β = (E_inf, a, b). Minimized over E_inf and b, the first term is a constant plus (a−â)²/σ_a². The combined coefficient is therefore the average of â and a₀ with weights 1/σ_a² and 1/τ². If τ is the standard deviation of an independent error in a₀, the intercept variance is

s²‖w′‖² + g²/(1/σ_a² + 1/τ²).

Large τ recovers the free fit and small τ the fixed one.

The procedure is as follows.

1. For each affordable set of sizes, compute w, s‖w‖₂ and an estimate of the bias. The bias needs a value of c, which the fit does not supply; it must come from a model of the defect charge, and it is only the leading part of the truncation error.
2. Estimate a₀ and τ from the dielectric constant and its uncertainty. Use the static constant if the ions are relaxed and the electronic one if they are held fixed; in polar crystals the two differ by much more than a few per cent.
3. Divide lengths by the smallest edge, converting a₀ and τ accordingly, and divide the energy rows by s.
4. Append the row for a₀, divided by τ, and solve by QR or singular values.
5. Report the predicted standard deviation and, separately, the truncation estimate of this final fit. It is not the free-fit bias of step 1: it is the intercept obtained by solving the same system with the energies replaced by c x_i⁵ and a₀ by zero. For sizes 2, 3, 4 in the example of Section 8 it is about −1.0 meV with τ = 5% of |a| and about −1.3 meV with a fixed, against +3.9 meV for the free fit.

**8. Worked example**

A charge q = 2 is divided equally among six Gaussians of width σ = 0.7 Å at the vertices of an octahedron, d = 2 Å from its centre, with ε = 10. This is the electrostatic part of a formation energy; a size-independent remainder would only shift E_inf.

The moments are Q = q(d²+3σ²) = 10.94 Å² and M₄ = 0.4qd⁴ = 12.8 Å⁴. Gaussian smearing does not alter M₄, because a harmonic function equals its spherical average. With k = 14.400 eV Å, α = 2.8373 and C₄ = 7.771,

a = −14.400·4·2.8373/20 = −8.171 eV Å,
b = 2π·14.400·2·10.94/30 = 65.99 eV Å³,
c = 14.400·2·7.771·12.8/10 = 286.5 eV Å⁵.

Two such Gaussians at distance r interact as erf(r/2σ)/r, which tends to 1/(σ√π) at r = 0. Summing over all ordered pairs, with the factor k/(2ε), gives E_inf = 1.1828 eV within this model. Periodic energies come from the reciprocal-space sum (2πk/εL³) Σ|ρ(G)|²/G² over G ≠ 0. For L = 8, 12, 16 and 20 Å they are 0.3001, 0.5412, 0.6884 and 0.7825 eV.

Without noise the three-size fit errs by 4.9 meV, against 3.9 meV from the c term; higher powers supply the rest. Now add chosen errors of +6, −8, +9 and −5 meV. For three sizes they contribute

1.077·6 + 6.231·8 + 6.154·9 = 111.7 meV,

and the total error is 116.6 meV. The fitted b is 143.7 eV Å³, more than twice its true value, although the curve passes through every point.

The four-size fit errs by 17.4 meV, well below its expected 45.9 meV; this is one favourable draw. Its four subsets give intercepts from 1.018 to 1.299 eV. The residual is 13.2 meV, so the 95% half-width is 12.706·13.16·4.586 = 767 meV. The c term contributes 0.14 meV to the residual but 2.8 meV to the intercept, so a small residual does not exclude a larger bias.

For three sizes ‖w′‖ = 0.925, g = 0.0581 Å⁻¹ and σ_a = 1.51 eV Å, or 18.5% of |a|. For four sizes σ_a is 10.6% of |a|. Suppose ε is taken 5% too large, so that a₀ = a/1.05 = −7.782 eV Å. Fixing a at this value gives an error of −23.5 meV for three sizes, of which −0.0581·389 = −22.6 meV comes from a₀. With the correct a the error is −0.8 meV, far below the expected noise of 9 meV; this is again a favourable draw, in which the chosen errors nearly cancel among themselves and partly offset the truncation error.

Using a₀ with τ = 0.409 eV Å, which is 5% of |a|, gives errors of −13.9 meV for three sizes and −16.0 meV for four. The predicted standard deviations are 24.7 and 20.6 meV. In this draw the free four-size fit does about as well as the fit with a₀, but its expected error is more than twice as large.

The numerical check tests the weights, bias formula, noise propagation and break-even condition independently of their derivations.

Table of computed values

```
charge 2 e, eps 10, d 2.0 A, sigma 0.7 A, lattice constant 4.0 A
k = 14.39965 eV A; alpha = 2.837297; C4 = 7.7706
Q = 10.940 e A^2; M4 = 12.800 e A^4
exact E_inf = 1.18276 eV; a = -8.1712 eV A
b = 65.987 eV A^3; c = 286.45 eV A^5
c from periodic sum at L = 40 A: 286.63 eV A^5
L 8 A: E 0.30005 eV, chosen error +6 meV, noisy E 0.30605 eV
L 12 A: E 0.54119 eV, chosen error -8 meV, noisy E 0.53319 eV
L 16 A: E 0.68844 eV, chosen error +9 meV, noisy E 0.69744 eV
L 20 A: E 0.78254 eV, chosen error -5 meV, noisy E 0.77754 eV
weights, 3 sizes: [ 1.0769 -6.2308  6.1538]
weights, 4 sizes: [ 0.6968 -3.1192  0.1369  3.2855]
condition number, 3 sizes: L in A 9.23e+03, in bohr 6.21e+04, scaled 54.1
condition number, 4 sizes: L in A 6.78e+03, in bohr 4.56e+04, scaled 33.9
assumed noise s = 10 meV; table by L/lattice constant:
(2, 3, 4): |w|2 8.823, |w|1 13.462, noise 88.2 meV, c-bias 3.92 meV, fixed-a |w'|2 0.925
(3, 4, 5): |w|2 14.560, |w|1 22.787, noise 145.6 meV, c-bias 0.83 meV, fixed-a |w'|2 1.111
(2, 3, 5): |w|2 4.589, |w|1 7.097, noise 45.9 meV, c-bias 2.81 meV, fixed-a |w'|2 0.875
(2, 4, 6): |w|2 4.698, |w|1 6.818, noise 47.0 meV, c-bias 1.32 meV, fixed-a |w'|2 0.773
(2, 3, 4, 5): |w|2 4.586, |w|1 7.238, noise 45.9 meV, c-bias 2.83 meV, fixed-a |w'|2 0.706
(3, 4, 5, 6): |w|2 7.237, |w|1 12.170, noise 72.4 meV, c-bias 0.62 meV, fixed-a |w'|2 0.818
|w|2 over large-m law at m = 200: 1.000047
3 sizes, no noise: intercept error 4.91 meV
3 sizes, free fit: E_inf 1.29936 eV, a -10.192 eV A, b 143.7 eV A^3, error 116.6 meV
3 sizes, fixed a: error -0.8 meV; with eps 5% too large -23.5 meV
3 sizes, prior a0 -7.7821, tau 0.4086 eV A: error -13.9 meV, predicted sd 24.7 meV
3 sizes: g 0.05812 1/A, sigma_a 1.5098 eV A, break-even error of a 18.5 %
4 sizes, no noise: intercept error 3.49 meV
4 sizes, free fit: E_inf 1.20019 eV, a -8.563 eV A, b 89.9 eV A^3, error 17.4 meV
4 sizes, fixed a: error -3.1 meV; with eps 5% too large -23.5 meV
4 sizes, prior a0 -7.7821, tau 0.4086 eV A: error -16.0 meV, predicted sd 20.6 meV
4 sizes: g 0.05244 1/A, sigma_a 0.8640 eV A, break-even error of a 10.6 %
three-size subsets (L/lattice constant), share, intercept:
(2, 3, 4): 0.1900, 1.29936 eV
(2, 3, 5): 0.6371, 1.19793 eV
(2, 4, 5): 0.1704, 1.10077 eV
(3, 4, 5): 0.0025, 1.01838 eV
residual direction u: [-0.0504  0.4128 -0.7982  0.4358]
4-size misfit 13.16 meV; part from c term 0.145 meV
t factor 12.706; 95% half-width 767 meV
simulated coverage: t factor 94.9 %, factor 1.96 69.9 %
```
